# Sign Flip of Cavity Reflection by a Weakly Driven Emitter

## What symmetry and dimensions fix

A single-sided cavity has one port. It contains an emitter, and a weak probe is resonant with both. First suppose that the cavity loses light through its port alone. The rates in the problem are the cavity energy decay rate $\kappa$, the emitter population decay rate $\gamma$ and the coupling $g$.

For a weak probe the response is linear. The cavity field drives the emitter to an amplitude proportional to $g/\gamma$, and the emitter acts back through a second factor $g$. On resonance this back-action is an extra damping of the cavity, of order $g^2/\gamma$. Let $C$, the cooperativity, be the ratio of this added damping to the cavity's own. The total damping is then proportional to $1+C$, and the cavity field to $1/(1+C)$. The reflected field is the directly reflected part, taken as $+1$, plus light leaking from the cavity:

$$r=1-\frac{A}{1+C}.$$

The number $A$ is real. In the frame of a resonant probe, the imaginary unit enters the equations of motion only beside $g$. Reversing its sign is the same as $g\to-g$, which a redefinition of the emitter's phase undoes. Hence $r=r^*$. At $C=0$ nothing is lost, so $|1-A|=1$ and $A$ is 0 or 2. The value 0 would mean that light never enters the cavity. With $A=2$,

$$r=\frac{C-1}{C+1}.$$

The argument leaves open the numerical factor in $C$, what intrinsic loss does, and how weak the probe must be.

## Simple case: the empty cavity

Unfold the waveguide, so that light arrives from $\tau<0$, meets the cavity at $\tau=0$ and leaves towards $\tau>0$. Here $\tau$ is position divided by group velocity. The field $b(\tau)$ obeys $[b(\tau),b^\dagger(\tau')]=\delta(\tau-\tau')$, and the cavity mode obeys $[a,a^\dagger]=1$. Take the coupling

$$H_{\rm port}=i\hbar\sqrt{\kappa_e}\,\left[a\,b^\dagger(0)-a^\dagger b(0)\right],$$

with $\kappa_e$ constant over the frequencies that matter. The Heisenberg equation $\dot O=(i/\hbar)[H,O]$ gives, in a frame rotating at the cavity frequency,

$$\partial_t b=-\partial_\tau b+\sqrt{\kappa_e}\,a\,\delta(\tau),\qquad \dot a=-\sqrt{\kappa_e}\,b(0).$$

Integrating the first equation across $\tau=0$ gives the jump of the field. With $a_{\rm in}=b(0^-)$ and $a_{\rm out}=b(0^+)$,

$$a_{\rm out}=a_{\rm in}+\sqrt{\kappa_e}\,a .$$

At the jump, $b(0)$ is the mean of its two sides, $a_{\rm in}+\tfrac12\sqrt{\kappa_e}\,a$. The second equation becomes

$$\dot a=-\frac{\kappa_e}{2}a-\sqrt{\kappa_e}\,a_{\rm in}.$$

Damping, drive and leakage therefore come from the same coupling. It fixes their relative sizes and the sign of the leaking field relative to the direct reflection; the sign of $a$ itself is a convention.

Absorption and stray scattering add an intrinsic rate $\kappa_i$, so that $\kappa=\kappa_e+\kappa_i$. The noise that comes with this loss is vacuum noise of zero mean and drops out of mean amplitudes. From here on, $a$ and $a_{\rm in}$ in linear equations denote mean values. In the frame of the probe, with $\Delta_c$ the probe frequency minus the cavity frequency,

$$0=-\left(\frac{\kappa}{2}-i\Delta_c\right)a-\sqrt{\kappa_e}\,a_{\rm in}
\quad\Rightarrow\quad
r_{\rm empty}=1-\frac{\kappa_e}{\kappa/2-i\Delta_c}.$$

Three limits show what this contains.

- Far from resonance $r_{\rm empty}\to1$, which is the phase reference used throughout.
- Without intrinsic loss, $r_{\rm empty}=-(\kappa_e/2+i\Delta_c)/(\kappa_e/2-i\Delta_c)$. Its modulus is one at every detuning, as energy conservation demands.
- On resonance, with $\eta=\kappa_e/\kappa$, the amplitude is $1-2\eta$. It is negative for $\eta>1/2$, the overcoupled case, and tends to $-1$ as $\eta\to1$.

## Adding the emitter

Let $\sigma$ lower the emitter from its excited to its ground state, and let $\sigma_z=[\sigma^\dagger,\sigma]=2\sigma^\dagger\sigma-1$. In the rotating-wave approximation, valid for $g$ far below the optical frequency, the coupling is $\hbar g(a^\dagger\sigma+a\sigma^\dagger)$. It contributes

$$\dot a\to ig[a^\dagger,a]\sigma=-ig\sigma,\qquad
\dot\sigma\to ig\,a[\sigma^\dagger,\sigma]=ig\,\sigma_z a .$$

The emitter coherence decays at $\Gamma=\gamma/2+\gamma_\phi$, where $\gamma_\phi$ is pure dephasing.

The product $\sigma_z a=-a+2\sigma^\dagger\sigma a$ is where the weak drive is needed. The last term acts only on states that hold a photon and an excited emitter together. The amplitude of such a state is of second order in the drive. It is paired with a one-quantum amplitude of first order, so the mean of this term is of third order. To leading order $\langle\sigma_z a\rangle=-\langle a\rangle$, and the mean values obey

$$0=-\left(\frac{\kappa}{2}-i\Delta_c\right)a-ig\sigma-\sqrt{\kappa_e}\,a_{\rm in},\qquad
0=-(\Gamma-i\Delta_e)\sigma-ig\,a,$$

where $\Delta_e$ is the probe frequency minus the emitter frequency. The second equation gives $\sigma=-ig\,a/(\Gamma-i\Delta_e)$. Then $-ig\sigma=-g^2a/(\Gamma-i\Delta_e)$, a damping term when $\Delta_e=0$. Solving for $a$ and using the port relation,

$$r=1-\frac{\kappa_e}{\kappa/2-i\Delta_c+g^2/(\Gamma-i\Delta_e)} .$$

On resonance the added damping is $g^2/\Gamma$ and the cavity's own is $\kappa/2$. Their ratio is

$$C=\frac{2g^2}{\kappa\Gamma}=\frac{4g^2}{\kappa(\gamma+2\gamma_\phi)},$$

and therefore

$$r=1-\frac{\kappa_e}{(\kappa/2)(1+C)}=1-\frac{2\eta}{1+C}=\frac{C+1-2\eta}{C+1}.$$

For $\eta\to1$ this is $(C-1)/(C+1)$. Nowhere was $g$ assumed small compared with $\kappa$.

## Where the sign changes

The directly reflected field is $+1$ and the leaking field is $-2\eta/(1+C)$. In an empty overcoupled cavity the leaking field is the larger of the two and sets the sign. The emitter damps the cavity field, and the direct reflection wins once

$$C>2\eta-1 .$$

The threshold is $C=1$ in the strongly overcoupled limit and lies below one at finite intrinsic loss. For $\eta<1/2$ the empty amplitude is already positive and there is no flip.

A different phase reference multiplies both amplitudes by the same factor. For $\eta\to1$ the ratio $r/r_{\rm empty}=(1-C)/(1+C)$ is free of that choice, and it turns negative at $C=1$.

The energy budget shows the price of the flip. From the steady state, with photon flux $\Phi=|a_{\rm in}|^2$,

$$|a|^2=\frac{4\kappa_e\Phi}{\kappa^2(1+C)^2}=\frac{4\eta\Phi}{\kappa(1+C)^2}.$$

Without dephasing, $|\sigma|^2=(4g^2/\gamma^2)|a|^2=(C\kappa/\gamma)|a|^2$. To leading order this is the excited population

$$p=\frac{4\eta C\,\Phi}{\gamma(1+C)^2}.$$

The emitter scatters the fraction $\gamma p/\Phi=4\eta C/(1+C)^2$ out of the mode. Intrinsic loss takes $\kappa_i|a|^2/\Phi=4\eta(1-\eta)/(1+C)^2$. Multiplied by $(1+C)^2$, reflection and the two losses add to

$$(1+C)^2-4\eta(1+C)+4\eta^2+4\eta C+4\eta-4\eta^2=(1+C)^2,$$

so all the light is accounted for. At $\eta=1$ and $C=1$ nothing is reflected coherently and the emitter scatters everything. At $C=3$ the amplitude is $+1/2$, and three quarters of the power is still scattered. For $\eta\to1$, then, a cooperativity just above one gives only a very weak reflection of reversed sign; a strong one needs $C\gg1$.

## Two kinds of imperfect emitter

Fast pure dephasing enters through $C$. If $C_0=4g^2/(\kappa\gamma)$ is the value without dephasing, then $C=C_0/(1+2\gamma_\phi/\gamma)$. For $\eta>1/2$ the flip survives while the linewidth, relative to its lifetime limit, satisfies

$$1+\frac{2\gamma_\phi}{\gamma}<\frac{C_0}{2\eta-1}.$$

This condition concerns the coherent amplitude only. Dephasing also sends incoherent light into the port, and it does so however weak the probe. When $\kappa$ is much larger than $\Gamma$ and $\gamma(1+C_0)$, the emitter's population decays at $\gamma(1+C_0)$, the incoherent population is $p-|\langle\sigma\rangle|^2=2\gamma_\phi|\langle\sigma\rangle|^2/[\gamma(1+C_0)]$, and it emits into the port at the rate $\eta C_0\gamma$. With $|\langle\sigma\rangle|^2=2\eta C\Phi/[\Gamma(1+C)^2]$, the incoherent fraction of the input is

$$\frac{\gamma_\phi}{\Gamma}\,\frac{4\eta C}{(1+C)^2}\,\frac{\eta C_0}{1+C_0}.$$

Near the threshold it can far exceed $|r|^2$.

A static frequency error acts differently. Set $\gamma_\phi=0$, $\Delta_c=0$ and $x=2\Delta_e/\gamma$. Then

$$r=1-2\eta\,\frac{1-ix}{1+C-ix},\qquad
{\rm Re}\,r=1-2\eta\,\frac{1+C+x^2}{(1+C)^2+x^2}.$$

Setting ${\rm Re}\,r=0$ gives $x^2(2\eta-1)=(1+C)(1+C-2\eta)$. For $\eta\to1$ the real part stays positive while $|\Delta_e|<(\gamma/2)\sqrt{C^2-1}$. The real part changes only in second order in $x$, but the phase changes already in first order:

$$r\simeq r(0)+\frac{2i\eta C}{(1+C)^2}\,x .$$

For an emitter whose frequency wanders slowly compared with the optical response, the mean amplitude is the average of $r$ over $\Delta_e$. In general this differs from inserting the broadened linewidth into $C$. A Lorentzian spread of half-width $w$ about zero is an exception: $r$ is analytic and bounded for ${\rm Im}\,\Delta_e\ge0$, so its average is its value at $\Delta_e=iw$, which amounts to replacing $\Gamma$ by $\Gamma+w$.

## A caesium atom beside a nanophotonic cavity

Caesium has a closed transition near 852 nm, which supplies a two-level emitter when the light drives a single pair of Zeeman states, as circular polarisation can. A single standing-wave cavity mode is, to a good approximation, linearly polarised at each point, so the two-level atom is an idealisation here; the last section estimates what it leaves out. An atom in the other hyperfine ground state is detuned by several GHz and leaves the cavity almost empty, so the atomic state controls the sign of the reflected field. Take rough values for a silicon-nitride cavity: $g/2\pi=0.30$ GHz, $\kappa_e/2\pi=4.00$ GHz, $\kappa_i/2\pi=0.40$ GHz and $\gamma/2\pi=5.2$ MHz, with no dephasing. Then $\kappa/2\pi=4.40$ GHz, $\eta=4.00/4.40=0.909$ and

$$C=\frac{4(0.30)^2}{4.40\times0.0052}=15.7 .$$

The two amplitudes are

$$r_{\rm empty}=1-1.818=-0.818,\qquad r=1-\frac{1.818}{16.73}=+0.891 .$$

The limiting formula gives $+0.880$; the difference is $2(1-\eta)/(1+C)$. The sign changes at $C=0.818$. With the atom coupled, 79.5% of the power is reflected, 20.4% is scattered by the atom and 0.1% is lost in the cavity. The empty cavity reflects 66.9%. With these numbers the atom raises the reflected power, because it cuts the intrinsic loss from 33.1% to 0.1% of the input and itself scatters only 20.4%. Pure dephasing would have to broaden the line 19.2 times to remove the flip of the coherent amplitude. Long before that the output is largely incoherent: at fivefold broadening 45% of the input leaves the port incoherently and 32% coherently.

**Probe power.** At 0.1 pW the flux is 0.429 photons per microsecond, and the formula for $p$ gives 0.0027. The steady state of the full master equation, solved numerically with up to three cavity photons, gives $r=+0.882$ and an incoherent output of 1.5% of the input.

Both figures follow from saturation. Since $\kappa\gg\gamma(1+C)$, the atom behaves as a two-level system of decay rate $\gamma'=\gamma(1+C)$, driven by the empty-cavity field through $\hbar(E\sigma^\dagger+E^*\sigma)$. With $w=\langle\sigma_z\rangle=2p-1$, the steady state is

$$\langle\sigma\rangle=\frac{2iEw}{\gamma'},\qquad p=-\frac{4|E|^2w}{\gamma'^2},\qquad |\langle\sigma\rangle|^2=-wp=p(1-2p).$$

The atom's part of the reflection, $r-r_{\rm empty}=2\eta C/(1+C)=1.71$, shrinks by the factor $1-2p$. That lowers $r$ by 0.009. The incoherent population is $p-|\langle\sigma\rangle|^2=2p^2$, and it emits into the port at the rate $\eta C\gamma$. Divided by $\Phi$, this is $8\eta^2C^2p/(1+C)^2\simeq0.016$, close to the numerical value. Incoherent light is thus several times more prominent than the small excited population suggests.

**Frequency errors.** If a residual light shift raises the atomic line by 2.0 MHz, the phase of $r$ changes by $-5.0^\circ$. Of the effects estimated in this section, this changes the complex amplitude most, by 0.078, almost entirely through its phase. The cavity drifts too. With a refractive index of 2.0 and a rough slope of $2.5\times10^{-5}$ per kelvin, the index change on warming by 0.01 K lowers its frequency by 44 MHz if the whole field lies in the nitride, and by less if part of it lies outside. Thermal expansion, left out here, adds to the shift. For 44 MHz the empty-cavity phase moves by $2.5^\circ$, but the coupled phase by less than $0.01^\circ$. To first order the change of amplitude is $-4i\kappa_e\Delta_c/[\kappa^2(1+C)^2]$, so the coupled cavity is less sensitive by $(1+C)^2\simeq280$.

**Motion and atomic structure.** In a harmonic trap of 300 kHz at 20 µK the rms position spread is 19 nm along each axis. Let the trap centre lie at an antinode of the cavity's standing wave, where $g$ has the value above. Let the coupling vary around it as an evanescent decay in one direction and as a cosine in another, for a mode index of 1.6. The coupled atom responds at a rate of order $\gamma(1+C)=2\pi\times87$ MHz, far faster than it moves in the trap, so it can be treated as fixed at each position. Averaging $r$ over the Gaussian positions by numerical quadrature gives $+0.880$. If, as an illustration, 10% of $g^2$ belongs to a second excited level 0.25 GHz below, the linear equations with two transitions give $|r|=0.880$. For the other ground state, a rough estimate places the same coupling $g$ on a single line 8.59 GHz away; the phase then differs from the empty-cavity value by $0.6^\circ$. The summed coupling of the real lines depends on polarisation and on which line $g$ describes. For linearly polarised light the difference is about $0.4^\circ$ if 0.30 GHz is the largest coupling that circular light could reach. If it is instead the coupling of the closed line for linear light, the difference runs from $0.7^\circ$ if that line starts from the $F=4$ Zeeman state $m=0$ to $2.0^\circ$ if it starts from $m=\pm4$, nearly the same for every state of the other ground level. Each effect was taken alone, and none removes the sign contrast between the two atomic states.

## Beside real devices

The atomic linewidth and wavelength are close to those of caesium, while the cavity numbers are model choices. The intrinsic loss corresponds to a quality factor near $9\times10^5$, an assumed value that a given device may not reach. If $\kappa_i$ rose to 4.0 GHz with $g$ and $\kappa_e$ held fixed, $\eta$ would be 1/2. The empty amplitude would vanish, while the coupled one would be $1-1/9.65=+0.90$. The sign contrast would be lost through the empty cavity, not through the atom.

The linear polarisation of the cavity mode matters too. With the quantisation axis along it, the closed line from Zeeman state $m$ of the $F=4$ ground level carries the fraction $(25-m^2)/45$ of the $g^2$ that circular light of the same strength could reach. If 0.30 GHz stood for that largest coupling, $C$ would be 8.7 for $m=0$ and 3.1 for $m=\pm4$, and $r$ would be about $+0.81$ and $+0.56$. The sign survives, but the size of the reflection depends on the Zeeman state, which scattering can change.

An emitter in a solid, such as a colour centre in silicon, can have a line much broader than its lifetime limit. If the broadening is fast pure dephasing by a factor of 100 and $\eta\to1$, the flip of the coherent amplitude requires $C_0>100$, and a mostly coherent reflection needs far more: at $C_0=200$, with $\kappa$ far above the linewidth, about 11% of the input is reflected coherently and about 88% incoherently. If it is slow wandering, the average over $\Delta_e$ applies instead. In either case $\gamma$ is the total population decay rate, and $g$ belongs to the one optical transition that the cavity addresses.

All numerical values are calculated from the stated model.
